# Abelian Point-Group Blocking of Coupled-Cluster Tensors for Open Shells

For an Abelian point group of order $h$ with real irreps, a totally symmetric four-index tensor splits into $h$ blocks, labelled by the irrep of an index pair. If the orbitals are spread evenly over the irreps, unpacked storage falls by the factor $h$ and the cost of the usual tensor contractions by $h^2$:

$$
S=\frac{S_{\rm dense}}{h},\qquad C=\frac{C_{\rm dense}}{h^2}.
$$

For uneven spreads these are the identity terms of exact counting formulas, derived below. The other terms can outweigh them when few irreps are populated: a linear H$_6$ chain in a minimal basis has orbitals in only two irreps of $D_{2h}$, and its gains are near 2 and 4, not 8 and 64. Contraction to a single number, such as the energy, gains only $h$. An open shell changes none of this, provided the reference determinant is mapped to plus or minus itself by every operation.

Cost means the number of multiplications. Run time also depends on memory traffic and block sizes, which are not modelled here.

## What the dense scheme wastes

Let $i,j,m$ be occupied and $a,b,c,e,f$ virtual orbitals. A costly term of the doubles equations is the particle ladder. For opposite spins it reads

$$
Z_{ab,ij}=\sum_{ef}\langle ab|ef\rangle\,t_{ef,ij},\qquad \langle ab|ef\rangle=(ae|bf),
$$

where $a,e,i$ have spin $\alpha$ and $b,f,j$ spin $\beta$. In $(pq|rs)$ the orbitals $p,q$ belong to the first electron and $r,s$ to the second.

The example throughout is the free iodine atom, a doublet with a hole in $5p_z$. It is treated by UHF and UCCSD in the def2-TZVP basis with its effective core potential, with nine orbitals per spin ($4s$, $4p$, $4d$) frozen. There are 4 $\alpha$ and 3 $\beta$ active occupied orbitals, and 37 $\alpha$ and 38 $\beta$ virtuals. A dense program handles $37\times38=1406$ virtual pairs and $4\times3=12$ occupied pairs. It stores $1406^2=1\,976\,836$ integrals and performs $1406^2\times12=23\,722\,032$ multiplications. Most of these have a factor that symmetry makes zero.

## Which elements vanish

Take $D_{2h}$ or one of its subgroups. Every operation is its own inverse, and every irrep is one-dimensional with characters $\pm1$. A symmetry-adapted real orbital obeys $\hat R\varphi_p=\chi_p(R)\varphi_p$.

In $D_{2h}$ the irrep $\Gamma_p$ can be stored as three bits, each set if the orbital is odd under reflection of $x$, $y$ or $z$. Multiplying orbitals multiplies parities, so the product of irreps is the bitwise exclusive-or, written $\oplus$. The totally symmetric irrep is $0$, and $\Gamma\oplus\Gamma=0$.

**Integrals.** In

$$
(pq|rs)=\iint \varphi_p(\mathbf r_1)\varphi_q(\mathbf r_1)\,\frac{1}{r_{12}}\,\varphi_r(\mathbf r_2)\varphi_s(\mathbf r_2)\,d\mathbf r_1d\mathbf r_2
$$

replace both coordinates by their images under $R$. Volume elements and $r_{12}$ are unchanged, and each orbital gives its character:

$$
(pq|rs)=\chi_p(R)\chi_q(R)\chi_r(R)\chi_s(R)\,(pq|rs).
$$

If the four characters multiply to $-1$ for any $R$, the integral is zero. It can survive only if

$$
\Gamma_p\oplus\Gamma_q\oplus\Gamma_r\oplus\Gamma_s=0 .
$$

**Amplitudes.** Here the open shell needs care, because the state itself need not be totally symmetric. Let $\hat R$ act on the spatial coordinates of all electrons. Each occupied orbital is mapped to $\pm$ itself, so $\hat R\Phi=\eta\Phi$ with $\eta=\pm1$. The density of each spin is quadratic in the orbitals and therefore invariant. So are the two UHF Fock operators, whose eigenfunctions can then be chosen symmetry-adapted.

For an excited determinant $\Phi_\mu$ let $\chi_\mu(R)$ be the product of the characters of all orbitals in the excitation, vacated and filled. Then $\hat R\Phi_\mu=\eta\chi_\mu\Phi_\mu$. The cluster residual is

$$
r_\mu(T)=\langle\Phi_\mu|e^{-T}He^{T}|\Phi\rangle .
$$

Set $T'=\hat RT\hat R^{-1}$, whose amplitudes are $\chi_\mu t_\mu$. Since $\hat R$ commutes with $H$,

$$
r_\mu(T')=\langle\Phi_\mu|\hat R\,e^{-T}He^{T}\hat R^{-1}|\Phi\rangle
=(\eta\chi_\mu)(\eta)\,r_\mu(T)=\chi_\mu\,r_\mu(T).
$$

The factor $\eta$ enters twice and drops out. If $T$ is totally symmetric, $T'=T$ and $r_\mu=\chi_\mu r_\mu$, so every residual with some $\chi_\mu(R)=-1$ vanishes. An iteration that starts from zero or from the first-order amplitudes of perturbation theory (those that give the second-order energy), and corrects each $t_\mu$ by a multiple of $r_\mu$, therefore never creates a forbidden amplitude. This does not exclude other, symmetry-broken solutions of the nonlinear equations; it says that this iteration does not leave the symmetric space.

In iodine the occupied irreps multiply to $B_{1u}$, that of the singly occupied $5p_z$, while the cluster operator is totally symmetric. The amplitudes were computed by a solver without block structure. The largest $\alpha\beta$ amplitude is 0.048, and the largest forbidden one prints as zero.

Spin adaptation with a common set of spatial orbitals is compatible with the rule. A combination such as $2t_{ab,ij}-t_{ab,ji}$ contains the same four orbitals in both terms, and $\oplus$ does not depend on their order.

## Why the blocks should carry pair labels

One could keep the dense loops and test each element. That saves multiplications but gives up matrix multiplication. One could instead store a block for each allowed quadruple of irreps. Three irreps are free and the fourth is fixed, which makes up to $h^3$ blocks, many of them small.

A better arrangement follows from adding $\Gamma_r\oplus\Gamma_s$ to both sides of the selection rule:

$$
\Gamma_p\oplus\Gamma_q=\Gamma_r\oplus\Gamma_s .
$$

Read as a matrix with row $pq$ and column $rs$, the tensor connects only pairs of equal irrep. Sorting the pairs by irrep leaves at most $h$ diagonal blocks, and the ladder becomes

$$
Z^{\Gamma}=W^{\Gamma}\,t^{\Gamma}\qquad\text{for each }\Gamma,
$$

with $W$ the integral matrix. These are ordinary matrix products, and no element needs testing.

## Counting storage

Let $X_p(R)$ be the sum of characters over the orbital set in which index $p$ runs; $X_p(E)=N_p$ is its size. For a composite index, characters multiply and the sums factorize, so a pair has $Y(R)=X_p(R)X_q(R)$. If $L_\Gamma$ members of a composite set $L$ have irrep $\Gamma$, then

$$
Y_L(R)=\sum_\Gamma L_\Gamma\chi_\Gamma(R),\qquad
L_\Gamma=\frac1h\sum_R\chi_\Gamma(R)Y_L(R).
$$

The second relation inverts the first because $\sum_R\chi_\Gamma(R)\chi_\Delta(R)=h\,\delta_{\Gamma\Delta}$. With row set $L$ and column set $K$, the blocks hold

$$
S=\sum_\Gamma L_\Gamma K_\Gamma
=\frac1{h^2}\sum_{R,Q}Y_L(R)Y_K(Q)\sum_\Gamma\chi_\Gamma(R)\chi_\Gamma(Q)
=\frac1h\sum_RY_L(R)Y_K(R)
$$

numbers, where $\sum_\Gamma\chi_\Gamma(R)\chi_\Gamma(Q)=h\,\delta_{RQ}$ was used. The identity term is the dense size divided by $h$. The other terms measure the unevenness of the orbital spread. With $n$ orbitals in every irrep, $X(R)=n\sum_\Gamma\chi_\Gamma(R)=0$ for $R\ne E$, and the factor is exactly $h$.

Iodine is uneven: its $\alpha$ virtuals number 8, 7, 7, 2, 7, 2, 2, 2 in the order $A_g,B_{3u},B_{2u},B_{1g},B_{1u},B_{2g},B_{3g},A_u$. List the operations as $E,\sigma_x,\sigma_y,C_2(z),\sigma_z,C_2(y),C_2(x),i$, where $\sigma_x$ reverses $x$. The program gives

- $X$ for virtual $\alpha$: 37, 11, 11, 1, 11, 1, 1, −9
- $X$ for virtual $\beta$: 38, 12, 12, 2, 10, 0, 0, −10
- $X$ for occupied $\alpha$: 4, 2, 2, 0, 2, 0, 0, −2
- $X$ for occupied $\beta$: 3, 1, 1, −1, 3, 1, 1, −1

Multiplying $\alpha$ by $\beta$ entries gives the pair sums

$$
Y_v=(1406,132,132,2,110,0,0,90),\qquad Y_o=(12,2,2,0,6,0,0,2).
$$

The $\alpha\beta$ amplitudes therefore need

$$
S=\tfrac18(16872+264+264+660+180)=2280
$$

numbers instead of 16 872, a gain of 7.40. For the integrals, $\tfrac18\sum_RY_v^2=253\,986$, a gain of 7.78. The integrals come closer to 8 because their corrections contain only the small ratios $Y_v(R)/Y_v(E)$, whereas those of the amplitudes contain the larger occupied ratios.

## Counting multiplications

Consider $Z_{LM}=\sum_KA_{LK}B_{KM}$, where $L$ and $M$ are external and $K$ is summed. Each set may hold one or several orbitals. Both factors are totally symmetric, so the block $\Gamma$ costs $L_\Gamma K_\Gamma M_\Gamma$. Inserting the inversion formula three times gives

$$
C=\frac1{h^3}\sum_{R,Q,P}Y_L(R)Y_K(Q)Y_M(P)\sum_\Gamma\chi_\Gamma(R)\chi_\Gamma(Q)\chi_\Gamma(P).
$$

One-dimensional characters satisfy $\chi_\Gamma(R)\chi_\Gamma(Q)=\chi_\Gamma(RQ)$. The sum over $\Gamma$ is thus $h$ if $P=RQ$ and zero otherwise:

$$
C=\frac1{h^2}\sum_{R,Q}Y_L(R)\,Y_K(Q)\,Y_M(RQ).
$$

The term $R=Q=E$ is the dense cost over $h^2$. The two powers have a simple origin: each factor has its own selection rule, and each rule removes a fraction $1-1/h$ of the possibilities when orbitals are evenly spread.

This also shows when the second power is lost. In the energy, both factors carry the same indices and their two rules coincide. With $L$ and $M$ empty, $Y_L=Y_M=1$, and

$$
C=\frac1{h^2}\sum_{R,Q}Y_K(Q)=\frac1h\sum_QY_K(Q),
$$

because the sum over $R$ merely gives $h$. This is one multiplication per stored amplitude.

For the iodine ladder the inversion formula gives these numbers of pairs, in the irrep order above:

- virtual pairs: 234, 178, 178, 168, 184, 173, 173, 118
- occupied pairs: 3, 2, 2, 2, 1, 1, 1, 0

The cost is the sum of (virtual pairs)$^2\times$(occupied pairs):

$$
\begin{aligned}
C&=3(234)^2+2\cdot2(178)^2+2(168)^2+(184)^2+2(173)^2\\
&=164268+126736+56448+33856+59858=441166 .
\end{aligned}
$$

The gain is $23\,722\,032/441\,166=53.8$ rather than 64. Relative to the identity term, the terms in which exactly one of $R,Q,RQ$ is the identity add

$$
\sum_{R\ne E}\left[\frac{Y_v(R)^2}{Y_v(E)^2}+2\,\frac{Y_v(R)Y_o(R)}{Y_v(E)Y_o(E)}\right]
=0.028+2(0.081)=0.190 ,
$$

and $64/1.190=53.8$. The remaining terms are negligible at this precision. Most of the loss comes from the mixed virtual–occupied part.

Keeping only some reflections gives smaller groups for the same orbitals and amplitudes. Here $C_s$ is generated by $\sigma_x$, and $C_{2v}$ by $\sigma_x$ and $\sigma_y$:

| Group | $h$ | Amplitude storage gain | Ladder gain |
|---|---:|---:|---:|
| $C_1$ | 1 | 1.00 | 1.00 |
| $C_s$ | 2 | 1.97 | 3.85 |
| $C_{2v}$ | 4 | 3.88 | 14.8 |
| $D_{2h}$ | 8 | 7.40 | 53.8 |

The gains follow $h$ and $h^2$, with a shortfall that grows along this sequence. The shortfall is set by the operations kept, not by $h$ alone. With $\sigma_z$ as the plane, $C_s$ gives 1.92 and 3.69, while $D_2$ gives 4.00 and 16.0 because $Y_v(R)Y_o(R)$ vanishes for all three rotations. For tensors whose pairs each take both orbitals from one common set, as with the spin-restricted orbitals of a closed shell, $Y=X^2\ge0$. No correction can then be negative, and $h$ and $h^2$ are upper limits for unpacked storage and ladder cost. In an open shell the $\alpha$ and $\beta$ sets differ, even with restricted orbitals, because a singly occupied orbital is occupied for one spin and virtual for the other. With one singly occupied restricted orbital, $X_\alpha$ and $X_\beta$ are integers that differ by $\pm1$, so $Y=X_\alpha X_\beta\ge0$ and the limits still hold. With two or more, $Y$ may be negative, and the gains in amplitude storage and ladder cost can exceed $h$ and $h^2$. The storage gain of the ladder integrals stays at most $h$, since its corrections are the squares $Y_v(R)^2$.

## When the summed pair is the wrong pair

The ladder sums over a pair that is already a matrix index. A ring term does not. The Coulomb part of one such term is

$$
Z_{ab,ij}=\sum_{em}t_{ae,im}\,(em|bj),
$$

with $a,i$ of spin $\alpha$ and $e,m,b,j$ of spin $\beta$. The amplitudes are stored with rows $ae$ and columns $im$, but matrix multiplication needs rows $ai$ and columns $em$. Expanding to a dense array would discard the saved storage.

Expansion is unnecessary. Adding $\Gamma_e\oplus\Gamma_i$ to both sides of $\Gamma_a\oplus\Gamma_e=\Gamma_i\oplus\Gamma_m$ gives

$$
\Gamma_a\oplus\Gamma_i=\Gamma_e\oplus\Gamma_m .
$$

The same elements are allowed in either arrangement, so each stored number moves to one place in the new blocks. The sort moves $S$ numbers and needs no multiplications. After the block products, $Z_{ai,bj}$ is sorted back to $Z_{ab,ij}$ in the same way. For iodine the ring cost falls from 1 923 408 to 37 834, a gain of 50.8.

Terms with one or three summed indices fit the same formula. Up to prefactors, which do not affect the count, an intermediate and its use are

$$
F_{ac}=\sum_{bij}t_{ab,ij}(ic|jb),\qquad Z_{ab,ij}=\sum_cF_{ac}\,t_{cb,ij}.
$$

The block label is now the irrep of a single orbital, equal to that of the remaining three. Each step falls from 624 264 to 14 544 multiplications, a gain of 42.9. This is lower than for the ladder because two of the three sets are single virtual orbitals. Their contribution to the relative correction is

$$
\sum_{R\ne E}\frac{X_{v\alpha}(R)^2}{37^2}=\frac{3(11)^2+3(1)^2+9^2}{1369}=0.33,
$$

against 0.028 for virtual pairs in the ladder. A pair multiplies two small ratios and so averages out the uneven spread; a single orbital does not.

## Same-spin pairs

Same-spin amplitudes are antisymmetric in $a,b$ and in $i,j$, so it suffices to store $a<b$ and $i<j$. The ladder sum can be restricted too. Exchanging $e$ and $f$ changes the sign of both factors, and elements with $e=f$ vanish, hence

$$
\frac12\sum_{ef}\langle ab||ef\rangle t_{ef,ij}=\sum_{e<f}\langle ab||ef\rangle t_{ef,ij},
$$

where $\langle ab||ef\rangle=(ae|bf)-(af|be)$.

Blocking still works, but the character sum of the pairs changes. The square $X(R)^2$ counts every unequal pair twice and every equal pair once, the latter with $\chi_p(R)^2=1$. Therefore

$$
Y(R)=\sum_{p<q}\chi_p(R)\chi_q(R)=\frac{X(R)^2-N}{2}.
$$

The formulas for $S$ and $C$ hold with this $Y$. Even an even spread now leaves a correction: for $R\ne E$, $X=0$ and $Y=-N/2$. With $N_v$ virtual and $N_o$ occupied orbitals of that spin, the amplitude storage relative to the ideal $1/h$ is

$$
1+\frac{(h-1)N_vN_o/4}{N_v(N_v-1)N_o(N_o-1)/4}
=1+\frac{h-1}{(N_v-1)(N_o-1)},
$$

which tends to 1 for large sets.

For the iodine $\alpha\alpha$ amplitudes, $Y(E)$ is $37\cdot36/2=666$ for virtual and $4\cdot3/2=6$ for occupied pairs. The occupied $Y$ vanishes for the reflections and the inversion, where $X^2=4$. For each of the three rotations it is $-2$, and the virtual one is $(1-37)/2=-18$. Thus

$$
S=\tfrac18\left[666\cdot6+3(-18)(-2)\right]=\tfrac18(3996+108)=513,
$$

a gain of 7.79 beyond triangular packing. The packed ladder gains 60.6.

## The resulting algorithm

1. Diagonalize the Fock operators separately within each irrep, and label every orbital.
2. For each kind of pair, list its members by irrep and record each member's position in its block. Use $p<q$ for antisymmetric pairs.
3. Store only diagonal blocks of integrals and amplitudes.
4. For each term, re-sort the blocks until the summed indices form a column of one factor and a row of the other, then multiply block by block. If the sort splits a pair stored as $p<q$, as in a same-spin ring term, each stored number must be written to every ordering of its indices with the sign of the permutation: four places for an amplitude packed in both pairs.
5. Sort the result back, antisymmetrize it where the product is not already antisymmetric in a same-spin pair, and add it to the residual blocks.

Step 1 matters because orbitals of equal energy but different irrep may otherwise be mixed. A mixed orbital has no single character, and the selection rule fails. As an extreme case, when all $\alpha$ virtuals of iodine are mixed by a random orthogonal matrix, about 86% of the squared norm of the $\alpha\beta$ amplitudes lies at formerly forbidden positions (83–90% over 30 draws). Random rotations within the 13 degenerate pairs alone, the mixing that a diagonalization without symmetry can produce, move 25–55%. The physics is unchanged, but the block form is gone.

The reference can fail in the same way. A hole in $(5p_x+5p_y)/\sqrt2$ is not mapped to $\pm$ itself by reflection of $x$ alone. One must then rotate the axes to match the hole or use a smaller group. In a non-Abelian group, operations mix degenerate orbitals, so one sign per orbital no longer suffices; a suitable Abelian subgroup restores the scheme, as $D_{2h}$ does for the atom. Abelian groups with complex characters need conjugate irreps in the selection rule and lie outside the formulas above.

The correlation energy tests the assembled blocks. With canonical UHF orbitals the occupied–virtual Fock elements vanish, so singles enter only through products. For opposite spins,

$$
E_{\alpha\beta}=\sum_{abij}\left(t_{ab,ij}+t_{a,i}t_{b,j}\right)(ia|jb),
$$

and for each same-spin part

$$
E_{\sigma\sigma}=\sum_{a<b,\;i<j}\left(t_{ab,ij}+t_{a,i}t_{b,j}-t_{b,i}t_{a,j}\right)\left[(ia|jb)-(ib|ja)\right].
$$

Summed over blocks alone, the parts are

$$
E=E_{\alpha\beta}+E_{\alpha\alpha}+E_{\beta\beta}
=-0.10572-0.01760-0.00841=-0.13173\ \text{hartree},
$$

in agreement with the dense solver to all eight printed decimals. This agreement concerns the algebra. The energy omits spin–orbit coupling, correlation of the frozen and replaced core electrons, connected excitations beyond doubles, and the effect of a larger basis. The last is large: from def2-TZVP to def2-QZVP the second-order energy in the same active occupied space moves from $-0.113$ to $-0.130$ hartree, so the digits above describe this basis only. The gains also depend on the basis: in def2-QZVP they are 7.59 for amplitude storage and 57.2 for the ladder. The numerical check also compares the blocked contractions with dense ones and the counting formulas with direct enumeration.

## Computed values

```
Iodine atom, UHF/UCCSD, def2-TZVP with effective core potential
basis functions: 50; electrons treated in UHF: 25
frozen orbitals per spin: 9; state irrep: B1u
active occupied alpha, beta: 4, 3
virtual alpha, beta: 37, 38
irrep order: Ag B3u B2u B1g B1u B2g B3g Au
occupied alpha per irrep: 1 1 1 0 1 0 0 0
occupied beta per irrep: 1 1 1 0 0 0 0 0
virtual alpha per irrep: 8 7 7 2 7 2 2 2
virtual beta per irrep: 8 7 7 2 8 2 2 2
operation order: E s(x) s(y) C2(z) s(z) C2(y) C2(x) i
  (s(x) reflects x, and so on)
X(R) occupied alpha: 4 2 2 0 2 0 0 -2
X(R) occupied beta: 3 1 1 -1 3 1 1 -1
X(R) virtual alpha: 37 11 11 1 11 1 1 -9
X(R) virtual beta: 38 12 12 2 10 0 0 -10
UHF energy: -296.658567 hartree
UCCSD correlation energy, solver: -0.13173430 hartree
same, from symmetry blocks: -0.13173430 hartree
  alpha-beta part: -0.10571652 hartree
  alpha-alpha part: -0.01760314 hartree
  beta-beta part: -0.00841463 hartree
largest alpha-beta amplitude: 0.04755
largest forbidden amplitude: 0.0e+00
largest forbidden integral: 0.0e+00 hartree
forbidden share of squared norm, mixed orbitals: 0.860
Alpha-beta storage (numbers) and ladder cost (multiplications)
C1, h=1: integrals 1976836, amplitudes 16872, ladder 23722032
  reduction: 1.000, 1.000, 1.000
Cs, h=2: integrals 997130, amplitudes 8568, ladder 6168372
  reduction: 1.983, 1.969, 3.846
C2v, h=4: integrals 502922, amplitudes 4350, ladder 1601694
  reduction: 3.931, 3.879, 14.811
D2h, h=8: integrals 253986, amplitudes 2280, ladder 441166
  reduction: 7.783, 7.400, 53.771
Other alpha-beta contractions in D2h (multiplications)
ring, sum over pair em: 1923408 -> 37834, reduction 50.838
three-index sum over bij: 624264 -> 14544, reduction 42.922
one-index sum over c: 624264 -> 14544, reduction 42.922
Alpha-alpha tensors with a<b, i<j in D2h
amplitudes: 3996 -> 513, reduction 7.789
ladder multiplications: 2661336 -> 43899, reduction 60.624
```
